# Dielectric response with a separable potential: p or the full velocity?

## Question

I am working through an exercise on nonlocal pseudopotentials and have two answers that should agree but do not. The model is a one-dimensional lattice of period \(a\), in Hartree atomic units:

\[
H=\frac{p^2}{2}-W\cos\frac{2\pi x}{a}+\sum_R D\,|\beta_R\rangle\langle\beta_R| ,\qquad
\beta(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2}.
\]

Here \(\beta_R(x)=\beta(x-R)\) and \(R\) runs over the lattice sites. I use \(a=5\) bohr, \(W=0.3\) hartree, \(D=-0.3\) hartree and \(s=1\) bohr. The lowest band holds two electrons per cell and the others are empty. Each chain occupies a cross-section \(A=25\) bohr², and I want the dielectric constant for a field along the chains, without local fields.

First I took the dipole matrix elements from the momentum, \(\langle c|x|1\rangle=-i\langle c|p|1\rangle/\Delta\), where 1 is the filled band, \(c\) an empty one and \(\Delta\) their energy difference. This gives a static polarizability of 3.06 bohr³ per cell.

Then I computed the independent-particle density response \(\chi_0(q)\) and formed \(-a\chi_0/q^2\). At \(q=0.02\) bohr⁻¹ I get 5.434 bohr³, and at \(q=0.01\) bohr⁻¹ 5.437 bohr³, so a smaller \(q\) does not help. More k points and plane waves do not change the 3.06 either.

I have read that \(p\) should be replaced by a "full velocity". Why does the density response care about that, when it contains no velocity at all? What is the full velocity here, and could I have foreseen the size of the error by hand?

## Answer

Your density response is right. The faulty step is \(\langle c|x|1\rangle=-i\langle c|p|1\rangle/\Delta\), which relies on \(i[H,x]=p\). That relation fails when the potential does not commute with \(x\). The small-\(q\) density response contains the correct commutator without your having to put it in, as the following derivation shows.

### The Hamiltonian at fixed k

Take a length \(L=N_ka\) with periodic boundary conditions and plane waves \(e^{iKx}/\sqrt L\), where \(K=k+G\) and \(G\) is a reciprocal-lattice vector. The transform of the projector is

\[
b(K)=\int\beta(x)e^{-iKx}dx=(4\pi s^2)^{1/4}e^{-s^2K^2/2}.
\]

Moving the projector to site \(R\) multiplies this by \(e^{-iKR}\). Hence

\[
\langle K|V_{\rm nl}|K'\rangle=\frac{D}{L}\,b(K)b(K')\sum_R e^{-i(K-K')R}
=\frac{D}{a}\,b(K)b(K'),
\]

because the sum equals \(N_k\) if \(K\) and \(K'\) belong to the same \(k\), and zero otherwise. For each \(k\) we therefore have a matrix \(H_k\) in the indices \(G,G'\). Its eigenvectors \(u_{nk}\) are normalized to one, and its eigenvalues are \(E_{nk}\).

The kinetic part \(K^2/2\) depends on \(k\). The cosine does not: it gives \(-W/2\) between waves that differ by \(2\pi/a\), whatever \(k\) is. The separable part does depend on \(k\), and this is the origin of your discrepancy.

### The density response

Let the electrons feel the weak potential energy \(Ue^{i(qx-\omega t)}+\text{c.c.}\), and let \(n_qe^{i(qx-\omega t)}+\text{c.c.}\) be the induced number density per unit length at the same wave number. Define \(\chi_0=n_q/U\). The electrons respond independently, so \(U\) is the total macroscopic potential.

Write a perturbed filled orbital as \(e^{-iE_1t}(|1\rangle+\sum_m a_m|m\rangle)\). To first order the Schrödinger equation gives

\[
i\dot a_m=(E_m-E_1)a_m+\langle m|Ue^{i(qx-\omega t)}+U^*e^{-i(qx-\omega t)}|1\rangle .
\]

With \(\Delta=E_m-E_1\), the parts of \(a_m\) that vary as \(e^{-i\omega t}\) and \(e^{+i\omega t}\) have the amplitudes

\[
a_m^-=-\frac{U\langle m|e^{iqx}|1\rangle}{\Delta-\omega},\qquad
a_m^+=-\frac{U^*\langle m|e^{-iqx}|1\rangle}{\Delta+\omega}.
\]

The density component is \(\langle e^{-iqx}\rangle/L\) summed over electrons. Its \(e^{-i\omega t}\) part contains \(\langle1|e^{-iqx}|m\rangle a_m^-\) and \((a_m^+)^*\langle m|e^{-iqx}|1\rangle\). With a factor 2 for spin,

\[
\chi_0=-\frac2L\sum_{1,m}\left[\frac{|\langle m|e^{iqx}|1\rangle|^2}{\Delta-\omega}
+\frac{|\langle m|e^{-iqx}|1\rangle|^2}{\Delta+\omega}\right],
\]

where the sum over 1 covers all filled orbitals. If \(m\) is also filled, the first term for the pair \((1,m)\) cancels the second term for the pair with the roles exchanged, since the numerators are equal and the denominators opposite. Only empty \(m=c\) remain.

\(H\) is real, so the complex conjugate of an orbital at \(k\) is an orbital at \(-k\) with the same energy. Conjugation turns \(e^{-iqx}\) into \(e^{iqx}\), so after the sum over \(k\) both numerators may be taken equal. Using

\[
\frac1{\Delta-\omega}+\frac1{\Delta+\omega}=\frac{2\Delta}{\Delta^2-\omega^2}
\]

and \(L=N_ka\), we get

\[
\chi_0(q,\omega)=-\frac{4}{N_ka}\sum_k\sum_c
\frac{\Delta_q\,|\langle u_{c,k+q}|u_{1k}\rangle|^2}{\Delta_q^2-\omega^2},
\qquad \Delta_q=E_{c,k+q}-E_{1k}.
\]

The factor \(e^{iqx}\) has been absorbed by the shift from \(k\) to \(k+q\). We need \(\omega\) below the smallest gap, so that no denominator vanishes.

### From density to polarizability

An electron has charge \(-1\), so \(U=-\phi\), and the field amplitude is \(\mathcal E=-iq\phi=iqU\). The induced charge density \(-n_q\) equals \(-\partial P/\partial x\), so the dipole moment per unit length is \(P=n_q/(iq)\). Therefore

\[
\frac{P}{\mathcal E}=\frac{n_q}{(iq)(iq)U}=-\frac{\chi_0}{q^2}.
\]

One cell has length \(a\), and one chain fills the area \(A\). Thus

\[
\alpha(\omega)=-a\lim_{q\to0}\frac{\chi_0(q,\omega)}{q^2},\qquad
\varepsilon(\omega)=1+\frac{4\pi\alpha(\omega)}{aA}.
\]

### Where the velocity enters

Let \(H_{k+q}\) act to the left on its eigenvector and \(H_k\) to the right on its own:

\[
\langle u_{c,k+q}|H_{k+q}-H_k|u_{1k}\rangle
=(E_{c,k+q}-E_{1k})\langle u_{c,k+q}|u_{1k}\rangle .
\]

This holds at any \(q\). The overlap in \(\chi_0\) is thus fixed by how the whole Hamiltonian changes with \(k\), including its separable part. For small \(q\), \(H_{k+q}-H_k=q\,\partial H_k/\partial k+O(q^2)\), and so

\[
|\langle u_{c,k+q}|u_{1k}\rangle|^2=
\frac{q^2|v_{c1}|^2}{\Delta^2}+\dots,\qquad
v_{c1}=\langle u_{ck}|\frac{\partial H_k}{\partial k}|u_{1k}\rangle .
\]

An arbitrary phase of \(u_{c,k+q}\) drops out of the square; if empty bands are degenerate, the sum over them does not depend on the basis chosen. Insertion into \(\chi_0\) gives

\[
\boxed{\;\alpha(\omega)=\frac4{N_k}\sum_k\sum_c
\frac{|v_{c1}|^2}{\Delta(\Delta^2-\omega^2)}\;}
\]

One power of \(\Delta\) in the numerator of \(\chi_0\) has cancelled against \(\Delta^2\) from the overlap. At \(\omega=0\) the weight is \(1/\Delta^3\).

The same conjugation argument shows that \(\chi_0(-q)=\chi_0(q)\). For a filled band separated by a gap the response is smooth in \(q\), so \(-a\chi_0/q^2\) approaches \(\alpha\) with an error of order \(q^2\).

It remains to identify \(\partial H_k/\partial k\). Since \(H_k=e^{-ikx}He^{ikx}\),

\[
\frac{\partial H_k}{\partial k}=-ixH_k+H_kix=e^{-ikx}\,i[H,x]\,e^{ikx}.
\]

This is the velocity operator \(v=dx/dt=i[H,x]\). From \([p^2/2,x]=-ip\), the kinetic energy contributes \(p\), and the cosine commutes with \(x\). Hence

\[
v=p+i[V_{\rm nl},x].
\]

In real space the extra term has the kernel \(i(x'-x)V_{\rm nl}(x,x')\). It vanishes for a local potential, for which \(x'=x\). A nonlocal potential connects different points, so it contributes to the transport of charge. The kernel contains only the difference \(x'-x\), so it respects the lattice periodicity although \(x\) itself does not.

### The velocity for your Gaussian

Differentiating the transform gives \(b'(K)=-s^2K\,b(K)\). By the product rule,

\[
\frac{\partial}{\partial k}\frac Da b(K)b(K')
=\frac Da\left[b'(K)b(K')+b(K)b'(K')\right]
=-s^2(K+K')\frac Da b(K)b(K').
\]

Multiplication by \(K\) on the left or \(K'\) on the right is the action of \(p\) on that side. For this projector, therefore,

\[
v=p-s^2\left(pV_{\rm nl}+V_{\rm nl}p\right).
\]

You already have every ingredient of this matrix in your code.

A check that involves no response theory is the slope of a band, \(dE/dk=\langle u|\partial H_k/\partial k|u\rangle\). (The terms from differentiating \(u\) add up to \(E\,d\langle u|u\rangle/dk=0\).) For the filled band at \(k=\pi/2a\), a finite difference of the energies gives 0.1741 atomic units. The expectation value of \(v\) is also 0.1741, while that of \(p\) is 0.1324, or 24 % below the slope.

### An estimate by hand

At the zone boundary, \(k=\pi/a\equiv\kappa\), keep only the two waves \(K=\kappa\) and \(K=-\kappa\). Their even and odd combinations are

\[
|e\rangle=\frac{|\kappa\rangle+|-\kappa\rangle}{\sqrt2},\qquad
|o\rangle=\frac{|\kappa\rangle-|-\kappa\rangle}{\sqrt2}.
\]

All four matrix elements of \(V_{\rm nl}\) equal \(Db^2/a\), with \(b=b(\kappa)=b(-\kappa)\). Consequently

\[
V_{\rm nl}|e\rangle=\frac{2Db^2}{a}|e\rangle,\qquad V_{\rm nl}|o\rangle=0 .
\]

The cosine adds \(-W/2\) to the even level and \(+W/2\) to the odd one. The gap is then

\[
E_o-E_e=W+\Delta_{\rm nl},\qquad \Delta_{\rm nl}=-\frac{2Db^2}{a}.
\]

We assume that this is positive, so that the even state is the filled one. The momentum element is

\[
\langle o|p|e\rangle=\tfrac12\left[\kappa-(-\kappa)\right]=\kappa .
\]

In the correction, \(\langle o|V_{\rm nl}p|e\rangle=0\), because \(V_{\rm nl}\) annihilates the odd state. The other term is

\[
-s^2\langle o|pV_{\rm nl}|e\rangle=-s^2(-\Delta_{\rm nl})\langle o|p|e\rangle=s^2\Delta_{\rm nl}\,\kappa .
\]

Thus, in the two-wave model,

\[
\frac{v_{oe}}{p_{oe}}=1+s^2\Delta_{\rm nl}.
\]

In ordinary units the second term is \(ms^2\Delta_{\rm nl}/\hbar^2\). It is small if the part of the gap due to the projector is small compared with \(\hbar^2/ms^2\), the kinetic energy scale set by the projector's width. This condition refers to the boundary transition alone. A small value there does not bound the error of \(\alpha\), which collects transitions from the whole zone.

For your parameters \(b^2=2.389\) bohr, so

\[
\Delta_{\rm nl}=\frac{2(0.3)(2.389)}{5}=0.287\ \text{hartree},\qquad
\frac{v_{oe}}{p_{oe}}\approx1+0.287=1.287 .
\]

The estimated gap is \(0.300+0.287=0.587\) hartree. The full basis gives 0.593 hartree (16.1 eV) and a velocity ratio of 1.302. Since \(\alpha\) contains the square, the hand estimate says that \(p\) keeps only \(1/1.287^2=0.60\) of the contribution of this transition, a loss of 40 %; the full-basis ratio gives \(1/1.302^2=0.59\), a loss of 41 %. The direct gap is smallest at this \(k\), so the weight \(1/\Delta^3\) is largest here. For these parameters the estimate lies near the 44 % found below for the whole zone, but it describes one transition only.

### The comparison

With 64 k points and 17 plane waves, the static density response of your model is:

| \(q\) (bohr⁻¹) | \(-a\chi_0/q^2\) (bohr³) |
|---|---|
| 0.20 | 5.1573 |
| 0.10 | 5.3641 |
| 0.05 | 5.4187 |
| 0.02 | 5.4343 |
| 0.01 | 5.4365 |

Removing the \(q^2\) error with the last two rows gives

\[
\alpha=\frac{4(5.4365)-5.4343}{3}=5.437\ \text{bohr}^3 .
\]

The velocity formula gives \(\alpha=5.437\) bohr³ with \(v\), and 3.059 bohr³ with \(p\) alone. The last value is 44 % too low relative to the full result. Halving \(q\) from 0.02 to 0.01 bohr⁻¹ reduces the distance from the unrounded velocity value, 5.43725 bohr³, from 0.00297 to 0.00074 bohr³, a factor of 4.0, as a \(q^2\) correction requires. The distance from 3.059 does not shrink at all.

For the dielectric constant, \(4\pi/(aA)=4\pi/125=0.10053\) bohr⁻³, and so

\[
\varepsilon_v=1+0.10053(5.437)=1.547,\qquad
\varepsilon_p=1+0.10053(3.059)=1.308 .
\]

The error looks milder in \(\varepsilon\), 15 % of the full value, because the vacuum contribution of 1 is unaffected.

The discrepancy is not peculiar to zero frequency. At \(\omega=0.3\) hartree, about half the gap, \(v\) and the density response both give \(\alpha=6.870\) bohr³ and \(\varepsilon=1.691\), whereas \(p\) gives 3.881 bohr³ and 1.390.

You might still suspect the perturbation formula for \(\chi_0\), since both routes use sums over states. The numerical check therefore also diagonalizes a supercell of 12 cells with a weak cosine potential added and reads off the induced density. At \(q=0.1047\) bohr⁻¹ this gives 5.3571 bohr³, and the sum over states on the matching k grid gives the same five digits.

### Changing the projector

If you set \(D=0\) and keep the cosine, \(v=p\). The formula with \(p\), the formula with \(v\) and the extrapolated density response then all give \(\alpha=15.41\) bohr³. This is a useful first test of a code, but it cannot reveal a missing commutator.

For a weakly repulsive projector, \(D=+0.1\) hartree, the two-wave estimate gives

\[
\Delta_{\rm nl}=-\frac{2(0.1)(2.389)}5=-0.096\ \text{hartree},\qquad
\frac{v_{oe}}{p_{oe}}\approx0.904 .
\]

Now \(p\) should overestimate the boundary contribution by a factor of about \(1/0.904^2=1.22\). The full calculation gives \(\alpha=37.97\) bohr³ with \(p\), against 30.13 bohr³ with \(v\) and with the density response, an excess of 26 %. So the error can have either sign. The estimate explains the sign at the zone boundary for this even Gaussian; it is not a rule for other projectors or for every transition.

### What the agreement does and does not show

The density response settles the matter because its perturbation couples to the density \(|\psi|^2\) and leaves no choice of velocity operator. Agreement with it shows that \(v\) is consistent with this Hamiltonian. It does not show that the Hamiltonian describes a real material well, and \(\varepsilon\) here omits local fields and all other effects of the electron interaction beyond the macroscopic field.

The boxed formula also needs a gap. In a partly filled band there are transitions within the band whose \(\Delta_q\) vanishes as \(q\to0\), and the expansion in \(q/\Delta\) breaks down. The identity for \(H_{k+q}-H_k\) still holds there, but the limit has to be taken anew.

For your code the repair is one line: add \(-s^2(K+K')V_{\rm nl}(K,K')\) to the momentum matrix before taking the matrix elements. For another separable projector, use \((D/a)[b'(K)b(K')+b(K)b'(K')]\) instead, with \(b\) real as it is for an even real \(\beta\).

## Computed results

```
period a = 5.0 bohr, area A = 25.0 bohr^2
local amplitude W = 0.30 hartree
projector D = -0.30 hartree, s = 1.0 bohr
k points = 64, plane waves = 17
band gap = 0.59266 hartree = 16.127 eV
smallest direct gap = 0.59266 hartree
At k = pi/(2a), lowest band, atomic units of velocity:
  dE/dk by finite difference = 0.174098
  <v> = 0.174098, <p> = 0.132396
At k = pi/a, lowest two bands:
  pi/a = 0.62832 1/bohr, b(pi/a)^2 = 2.38865 bohr
  two-wave nonlocal gap part = 0.28664 hartree
  two-wave gap = 0.58664 hartree
  full-basis gap = 0.59266 hartree
  two-wave v/p = 1.28664
  full-basis |p| = 0.64175, |v| = 0.83549 a.u.
  full-basis v/p = 1.30189
Supercell of 12 cells, q = 0.10472 1/bohr:
  -a chi0/q^2, induced density = 5.357128 bohr^3
  -a chi0/q^2, sum over states = 5.357127 bohr^3
Static -a chi0/q^2 for decreasing q:
  q = 0.20 1/bohr: 5.157284 bohr^3
  q = 0.10 1/bohr: 5.364080 bohr^3
  q = 0.05 1/bohr: 5.418749 bohr^3
  q = 0.02 1/bohr: 5.434284 bohr^3
  q = 0.01 1/bohr: 5.436511 bohr^3
  deviation ratio, q = 0.02 to 0.01: 3.9981
D = -0.30 hartree, frequency = 0.00 hartree:
  alpha: p 3.05907, v 5.43725, density 5.43725 bohr^3
  eps: p 1.30753, v 1.54661, density 1.54661
  error of alpha from p alone = -43.74 %
D = -0.30 hartree, frequency = 0.30 hartree:
  alpha: p 3.88058, v 6.86983, density 6.86983 bohr^3
  eps: p 1.39012, v 1.69063, density 1.69063
  error of alpha from p alone = -43.51 %
D = 0.00 hartree, frequency = 0.00 hartree:
  alpha: p 15.40768, v 15.40768, density 15.40767 bohr^3
  eps: p 2.54895, v 2.54895, density 2.54895
  error of alpha from p alone = 0.00 %
D = 0.10 hartree, frequency = 0.00 hartree:
  alpha: p 37.97205, v 30.12593, density 30.12587 bohr^3
  eps: p 4.81737, v 4.02859, density 4.02858
  error of alpha from p alone = 26.04 %
```
